Building Block-Diagonal Metallocene Hückel Matrices by Projection and Rank Reduction

A metal atom sits between two parallel cyclopentadienyl rings. Each ring offers five carbon pi orbitals, and the metal offers one s, three p and five d orbitals. The chemical question is which ring combinations can bond to which metal orbitals. In the 19 by 19 Hückel matrix the answer is hidden, because each metal orbital generally touches many carbons at once. Symmetry should sort the matrix into small blocks. The obvious recipe for doing this numerically and its first repair run into three failures between them, and each failure dictates one part of a scheme that works.

**The model**

The rings are staggered, so the point group is D5d, with 20 elements. The z axis joins the ring centres and the metal is at the origin. Top carbon k has azimuth θ_k = 2πk/5, with k = 0 to 4, and the bottom carbons are the images of the top ones under inversion. The basis is taken as orthonormal. Every carbon pi orbital points its positive lobe toward the metal plane. With this choice a symmetry operation carries positive lobes into positive lobes, so it permutes the carbon orbitals without signs.

The carbon level is the zero of energy. Neighbours within a ring couple by β, and each carbon couples by γ to the two nearest carbons of the other ring.

For the metal–carbon element, let u be the unit vector from metal to carbon, n the axis of the carbon orbital, and f the angular function of the metal orbital, a polynomial of degree l scaled so that the member axial about z equals 1 on its axis. Examples are

f(dz²) = (2z² − x² − y²)/2,  f(dxz) = √3 xz.

Split the carbon orbital into a part along the bond and a part across it:

n = (n·u)u + t,  t = n − (n·u)u.

Now expand f in the same functions referred to the bond axis. At the point u only the sigma function is nonzero, and it equals 1 there, so the sigma content of f is f(u). Only the pi functions have a gradient across the bond at u. Its size is 1 for p and √3 for d, that is √(l(l+1)/2). Hence

h = V_σ f(u)(n·u) + V_π ∇f(u)·t / √(l(l+1)/2).

For s only the first term exists. V_σ and V_π are separate parameters for each metal shell.

**The naive scheme**

Let D(g) be the matrix of group element g in the 19-orbital basis. Its carbon part is a permutation, its s part is 1, and its p part is the 3 by 3 matrix R of the operation. For d orbitals write f_i(r) = rᵀQ_i r. The transformed function is f_i(R⁻¹r) = rᵀ(R Q_i Rᵀ)r. Since tr(Q_iQ_j) = (3/2)δ_ij, its component on orbital j is

D_ji = tr(Q_j R Q_i Rᵀ)/(3/2).

The naive scheme applies the character projector

P^Γ = (d/|G|) Σ_g χ^Γ(g) D(g)

to each atomic orbital, normalizes the results and uses them as a new basis. Here d is the dimension of irrep Γ and |G| = 20.

How many functions should come out? On the ten carbon orbitals the trace of D(g) counts the carbons left in place: 10 for the identity, 2 for each of the five vertical mirrors, and 0 otherwise. The multiplicity is therefore

n_Γ = (1/20)[10d + 5·2·χ(mirror)] = [d + χ(mirror)]/2.

For every E irrep χ(mirror) = 0 and d = 2, so n = 1. A one-dimensional irrep appears once if it is even under the mirrors and not at all if it is odd. The even ones are A1g and A2u; A2u carries the subscript 2 because a twofold axis is a mirror times inversion. Thus

ligand set = A1g + A2u + E1g + E1u + E2g + E2u,

which accounts for 1 + 1 + 4·2 = 10 orbitals.

**First failure: too many functions, and not orthogonal**

Take E1g and project carbon j of the top ring. Two operations carry carbon j to carbon k of the same ring: a rotation, with character 2cos(θ_k − θ_j), and a mirror, with character 0. The coefficient is (2/20)·2cos(θ_k − θ_j). Inversion repeats it on the other ring with the same sign, so

P φ_j = (1/5) Σ_k cos(θ_k − θ_j)(φ_k + φ̄_k),

where φ̄_k is the inversion image of φ_k. Ten atomic orbitals give ten candidates, but

cos(θ_k − θ_j) = cos θ_k cos θ_j + sin θ_k sin θ_j,

so all of them lie in a two-dimensional space. They are not orthogonal either. Because P is symmetric and P² = P,

⟨Pφ_j|Pφ_l⟩ = ⟨φ_j|Pφ_l⟩ = (1/5)cos(θ_j − θ_l).

Setting j = l gives the squared norm 1/5, so the normalized overlap of neighbouring candidates is cos 72° = 0.309. Using such columns as if they were orthonormal would change the eigenvalues.

The cure is to treat the projector as a matrix and ask for an orthonormal basis of its column space. A singular value decomposition supplies one. Since P is symmetric and idempotent, its singular values can be only 0 or 1, and the number of ones is the rank.

The threshold that separates them deserves thought. Suppose the E1g characters are typed with two decimals, 0.62 and −1.62 in place of 2cos 72° and 2cos 144°. Acting on an inversion-even ring function of angular number m, the rotations and their products with inversion give

(2/20)·2·[2 + 2(0.62)cos(2πm/5) − 2(1.62)cos(4πm/5)].

For m = 2 this should vanish, but it equals −8.8×10⁻⁴. The two E2g functions then have false singular values of 8.8×10⁻⁴. A threshold of 10⁻¹⁰ reports rank 4, while a threshold of 1/2 reports the correct rank 2. Singular values move by no more than the spectral norm of the error in P, so 1/2 is safe while that norm stays below 1/2. With unrounded irrep matrices the discarded values are at rounding level.

**Second failure: partners remain mixed**

Suppose the ring and metal orbitals are reduced separately. Rank reduction then gives two orthonormal E1g ring functions and two metal functions. Within each pair the decomposition may return any rotated or reflected combination. If the ring pair is turned by an angle ω relative to the metal pair, an element V that should join matching partners is spread into V cos ω between matching partners and ±V sin ω between the others; a reflection in addition reverses the sign of one function, so the two matching elements become V cos ω and −V cos ω. Different irreps still do not mix, but the E1g block stays 4 by 4 instead of splitting into two 2 by 2 blocks.

The character has discarded the needed information by summing over partners. The full irrep matrices retain it. Write each element of D5d as w or as inversion times w, where w is a rotation about z or a vertical mirror. The action of w in the xy plane has the form Rot(φ)diag(1, ε), with ε = 1 for rotations and −1 for mirrors. For E irreps with angular number m take

Γ(w) = Rot(mφ) diag(1, ε),

multiplied by the parity p = ±1 when inversion is present. Partner 1 is then even under the xz mirror and partner 2 is odd. Define

P_ij = (d/|G|) Σ_g Γ_ij(g) D(g).

Let v_1, v_2 be partners, so that D(g)v_k = Σ_l Γ_lk(g)v_l. These irreps are real and orthogonal, and the great orthogonality theorem gives

(d/|G|) Σ_g Γ_ij(g)Γ_lk(g) = δ_il δ_jk,

and zero for two different irreps. Therefore

P_ij v_k = Σ_l δ_il δ_jk v_l = δ_jk v_i.

Applying this twice yields P_ij P_kl = δ_jk P_il. Also, D(g)ᵀ = D(g⁻¹) and Γ_ij(g) = Γ_ji(g⁻¹), so P_ijᵀ = P_ji. Hence P_11 is symmetric and idempotent, and its rank is the multiplicity n_Γ, without the factor d.

Once v_1 is known, v_2 = P_21 v_1 is its matching partner. Its norm is correct automatically:

v_2ᵀv_2 = v_1ᵀP_12P_21v_1 = v_1ᵀP_11v_1 = 1.

**Third failure: ligand and metal are blended**

This failure comes with the singular value decomposition, since projecting single atomic orbitals never mixes shells. A1g occurs in the ring set, in s and in dz². All three have singular value 1, so a decomposition in the full space may return any orthonormal mixture of them. A given routine may happen to keep them apart, because the projector has exact zeros between shells, but nothing guarantees it. The blocks would still be correct, but their entries would no longer be ring energies and metal couplings. Since D(g) never connects different shells, P_11 can be reduced separately in the carbon, s, p and d sets. The working scheme is then:

1. Build D(g) and the irrep matrices for all elements.
2. For each irrep and each shell, form P_11 and keep the singular vectors with singular value above 1/2.
3. For E irreps, generate the second partner with P_21.
4. Collect the vectors by irrep and partner as columns of U, and form UᵀHU.

**Why the blocks must appear**

Assume D(g)H = HD(g) for every g. Then H commutes with every P_ij, which is a sum of the D(g). For v_i = P_i1 v_1 of irrep Γ and w_j = P′_j1 w_1 of irrep Γ′,

v_iᵀHw_j = v_1ᵀP_1i H P′_j1 w_1
= v_1ᵀH P_1i P′_j1 w_1
= δ_ΓΓ′ δ_ij v_1ᵀH P_11 w_1
= δ_ΓΓ′ δ_ij v_1ᵀHw_1.

The first delta separates irreps and the second separates partners. The remaining number does not depend on i, so the two partner blocks of an E irrep are identical. Within a block nothing forces the elements to vanish: the matrix becomes block diagonal, not diagonal.

The argument uses nothing about H beyond its symmetry. This was tested on a random symmetric matrix averaged as (1/|G|)Σ D(g)KD(g)ᵀ, which also falls into these blocks. For the metallocene matrix the elements left between blocks are at rounding level.

**The ring orbitals and their couplings**

Up to an overall sign, the scheme returns amplitudes 1/√10 on the top ring for A irreps, and for E irreps

partner 1: cos(mθ_k)/√5,  partner 2: sin(mθ_k)/√5.

The bottom amplitudes are p times those of the inversion images. The norm is right because Σ_k cos²(mθ_k) = 5/2 for m = 1 and 2, and there are two rings. For E1g partner 1 the top amplitudes are 0.447, 0.138, −0.362, −0.362, 0.138. They change sign across one nodal plane; the m = 2 functions have two.

The ring energy follows by acting with H on cos mθ. The two neighbours in the same ring give

β[cos m(θ + 2π/5) + cos m(θ − 2π/5)] = 2β cos(2πm/5) cos mθ.

A bottom carbon at azimuth θ′ is the image of a top position at θ′ − π, so its amplitude is p cos m(θ′ − π) = p(−1)^m cos mθ′. The nearest bottom carbons lie at θ ± π/5. Adding their contribution gives

E = 2β cos(2πm/5) + p(−1)^m 2γ cos(πm/5).

When γ = 0 the g and u levels coincide and the free-ring pattern returns.

For the metal coupling, let h0 be the element with the carbon at θ = 0 on the top ring. For partner 1 the element at azimuth θ is h0 cos mθ, and the bottom ring contributes the same amount, since amplitude and element carry the same parity. Hence

A: V = 10·h0/√10 = √10 h0,
E: V = 2·(1/√5)·(5/2)·h0 = √5 h0.

**A numerical case**

Take round model parameters, attached to no particular metal: ring radius 1.2 Å, ring height 1.7 Å, β = −2.5 eV and γ = −0.2 eV. The metal s, p and d levels are 4.0, 6.0 and −0.5 eV. For d orbitals V_σ = 1.5 eV and V_π = −1.0 eV; the s and p couplings are listed in the numerical output.

The metal–carbon distance is √(1.2² + 1.7²) = 2.081 Å, so u = (s, 0, c) with s = 0.5767 and c = 0.8170. The carbon axis is n = (0, 0, −1), which gives n·u = −c. For dxz, f(u) = √3 sc and ∇f·t = √3 s(2c² − 1), so

h0 = −√3 sc² V_σ + s(2c² − 1)V_π
= −1.000 − 0.193 = −1.193 eV.

The two parts add, and V = √5(−1.193) = −2.668 eV. For dz², f(u) = (3c² − 1)/2 and ∇f·t = −3cs², so

h0 = −c(3c² − 1)V_σ/2 − √3 cs² V_π
= −0.614 + 0.471 = −0.144 eV.

Here the parts largely cancel (the sum is formed before rounding), and V is only −0.454 eV. How far they cancel depends on the ratio V_σ/V_π, here −1.5: at this geometry h0 vanishes for a ratio of −1.15, while a ratio of −2.17 with the same V_π gives V ≈ −1.3 eV.

The E1g ring level is −1.545 + 0.324 = −1.221 eV. Its 2 by 2 block has levels

E = (−1.221 − 0.5)/2 ± √{[(−1.221 + 0.5)/2]² + 2.668²}
= −0.861 ± 2.692 eV,

that is −3.553 and 1.831 eV, each occurring twice. This is the strongest ring–metal coupling in the model.

The A1g block is 3 by 3. Its ring level is −5.4 eV, coupled to s by −2.583 eV and to dz² by −0.454 eV. Eliminating the s and ring coefficients gives

E + 0.5 = 0.454² / [E + 5.4 − 2.583²/(E − 4.0)].

Near E = −0.5 the bracket is about 6.4 eV, so dz² rises by only 0.03 eV, to −0.468 eV.

Eighteen electrons fill nine orbitals: A1g (−6.10), A2u (−4.83), the E1g pair (−3.55), the E1u pair (−2.17), the E2g pair (−0.90) and the second A1g (−0.47), all in eV. The highest filled orbital has metal weight 0.995, as the weak dz² coupling implies. The lowest empty level is the antibonding E1g pair at 1.83 eV, with metal weight 0.567. The orbital gap of 2.30 eV belongs to this one-electron model and is not a predicted excitation energy.

E2u remains a 1 by 1 block at 4.17 eV because no s, p or d orbital of the metal has that symmetry.

**When the blocks leak**

If the E1g ring pair is turned by 30° while the metal pair is left alone, partners mix by 2.668 sin 30° = 1.334 eV. This is a fault of the basis: H still has its full symmetry, and different irreps remain separate.

A real loss of symmetry can also mix different irreps. Raise the level of the top carbon at θ = 0 by δ. The transformed matrix changes by δ a_i a_j, where a_i is the amplitude of column i on that carbon. These amplitudes are 1/√10 for A ring functions, 1/√5 for cosine partners and 0 for sine partners. The largest new element between blocks joins two cosine functions:

δ/5 = 0.3/5 = 0.06 eV for δ = 0.3 eV.

The sine partners stay uncoupled from the cosine and A functions because the xz mirror survives. Sine partners of different irreps stay uncoupled from one another only because they vanish on the raised carbon; raising top carbons 1 and 4 together keeps the mirror but does couple them. Within an E irrep the cosine ring energy rises by δ/5 and the sine energy does not, so the partner blocks are no longer equal. An off-block element well above rounding error therefore calls for checking D(g)H − HD(g) first. If that difference vanishes, the fault lies in the basis; if it does not, H lacks the assumed symmetry or the matrices D(g) do not describe its orbitals.

Calculated quantities

```
ring radius, height (angstrom): 1.2 1.7
beta, gamma (eV): -2.5 -0.2
metal s, p, d levels (eV): 4.0 6.0 -0.5
V_s sigma (eV): 1.0
V_p sigma, pi (eV): 1.0 -0.5
V_d sigma, pi (eV): 1.5 -1.0
group order, basis size: 20 19
free ring levels (eV): -5.0000 -1.5451 -1.5451 4.0451 4.0451
ligand characters E, C5, mirror, i: 10 0 2 0
ligand ranks: A1g:1 A2g:0 E1g:2 E2g:2 A1u:0 A2u:1 E1u:2 E2u:2
smallest kept singular value: 1.000000
largest dropped singular value: 2.7e-16
overlap of neighbouring projected AOs, E1g: 0.3090
rounded characters, largest false singular value: 8.79e-04
rounded characters, rank at 1e-10 and 0.5: 4 2
A1g partner 1, top ring: 0.3162 0.3162 0.3162 0.3162 0.3162
E1g partner 1, top ring: 0.4472 0.1382 -0.3618 -0.3618 0.1382
E1g partner 2, top ring: 0.0000 0.4253 0.2629 -0.2629 -0.4253
E2g partner 1, top ring: 0.4472 -0.3618 0.1382 0.1382 -0.3618
E2g partner 2, top ring: 0.0000 0.2629 -0.4253 0.4253 -0.2629
largest commutator element (eV): 6.7e-16
largest element between blocks (eV): 6.7e-16
block sizes: A1g/1:3 E1g/1:2 E1g/2:2 E2g/1:2 E2g/2:2 A2u/1:2 E1u/1:2 E1u/2:2 E2u/1:1 E2u/2:1
A1g ligand energy (eV): -5.4000
  s: h0, coupling (eV): -0.8170 -2.5835
  dz2: h0, coupling (eV): -0.1436 -0.4540
  A1g levels (eV): -6.0978 -0.4679 4.6657
E1g ligand energy (eV): -1.2215
  dxz: h0, coupling (eV): -1.1931 -2.6679
  E1g levels (eV): -3.5529 1.8314
E2g ligand energy (eV): 3.9215
  dx2-y2: h0, coupling (eV): -0.6246 -1.3967
  E2g levels (eV): -0.9043 4.3257
A2u ligand energy (eV): -4.6000
  pz: h0, coupling (eV): -0.5012 -1.5848
  A2u levels (eV): -4.8319 6.2319
E1u ligand energy (eV): -1.8687
  px: h0, coupling (eV): -0.7067 -1.5802
  E1u levels (eV): -2.1742 6.3055
E2u ligand energy (eV): 4.1687
  E2u levels (eV): 4.1687
HOMO, 18 electrons: A1g -0.4679 eV, metal 0.995
LUMO: E1g 1.8314 eV, metal 0.567
HOMO-LUMO gap (eV): 2.2994
one carbon raised by 0.3 eV, leakage (eV): 0.0600
E1g ligand pair turned 30 deg, mixing (eV): 1.3339
```
